# Fixing the Constant in Mack's Development-Rate Law from Its Inflection Point: test program

```python
"""
Result under test: Mack's development-rate law
    r(m) = r_max (a+1) x^n / (a + x^n) + r_min,   x = 1 - m,
has its inflection at m = m_th when a = (n+1)/(n-1) * (1-m_th)^n, n > 1.
m: relative inhibitor concentration; n: reaction order; a: Mack constant;
r_max, r_min: rate parameters in nm/s.
The independent road solves the balance of developer transport and surface
reaction numerically, then finds the steepest point by finite differences.
"""
import numpy as np
from scipy.optimize import brentq, minimize_scalar


def mack_constant(n, m_th):
    return (n + 1) / (n - 1) * (1 - m_th) ** n


def mack_rate(m, n, a, r_max, r_min):
    power = (1 - m) ** n
    return r_max * (a + 1) * power / (a + power) + r_min


def surface_fraction(m, n, transport, reaction):
    """Surface/bulk developer ratio from equality of the two rates."""
    strength = reaction * (1 - m) ** n
    return brentq(lambda s: transport * (1 - s) - strength * s,
                  0.0, 1.0, xtol=1e-15, rtol=1e-14)


def balance_rate(m, n, transport, reaction):
    s = surface_fraction(m, n, transport, reaction)
    return reaction * (1 - m) ** n * s


def slope(f, m, h=1e-3):
    return (f(m - 2*h) - 8*f(m - h) + 8*f(m + h) - f(m + 2*h)) / (12*h)


def curvature(f, m, h=1e-3):
    return (-f(m - 2*h) + 16*f(m - h) - 30*f(m)
            + 16*f(m + h) - f(m + 2*h)) / (12*h*h)


def find_inflection(f, low=-0.5, high=0.98):
    """Bracket the steepest grid point, then solve for zero curvature."""
    grid = np.linspace(low, high, 149)
    k = int(np.argmax([abs(slope(f, m)) for m in grid]))
    assert 0 < k < len(grid) - 1
    return brentq(lambda m: curvature(f, m), grid[k-1], grid[k+1])


# Inflection located from the flux balance for freely chosen n and a
print("Inflection from flux balance (dimensionless)")
for n, a in [(1.5, 0.5), (2.0, 0.3), (5.0, 0.05), (12.0, 0.001), (3.0, 4.0)]:
    m_found = find_inflection(lambda m: balance_rate(m, n, 1.0, 1.0 / a))
    a_back = mack_constant(n, m_found)
    assert abs(a_back / a - 1) < 1e-5
    print(f" n={n:4.1f} a={a:.4f}: m_th={m_found:.5f}, a from m_th={a_back:.6f}")

# Cases without an inflection in the physical range
inside = np.linspace(0.01, 0.99, 99)
for n, a, sign in [(0.7, 0.5, -1), (1.0, 0.5, -1), (3.0, 4.0, 1)]:
    values = [curvature(lambda q: balance_rate(q, n, 1.0, 1.0 / a), m)
              for m in inside]
    assert all(sign * v > 0 for v in values)
    print(f" n={n:.1f} a={a:.1f}: curvature sign on 0<m<1 is {sign:+d} throughout")

# Worked example
n, m_th, r_max, r_min = 5, 0.5, 100.0, 0.1
a = mack_constant(n, m_th)
transport = r_max * (a + 1)
reaction = transport / a


def rate(m):
    return mack_rate(m, n, a, r_max, r_min)


def full_balance(m):
    return balance_rate(m, n, transport, reaction) + r_min


for m in np.linspace(0, 1, 21):
    assert abs(rate(m) - full_balance(m)) < 1e-9 * r_max
m_numeric = find_inflection(full_balance)
assert abs(m_numeric - m_th) < 1e-6

print("Worked example")
print(f" n = {n}, m_th = {m_th}, r_max = {r_max} nm/s, r_min = {r_min} nm/s")
print(f" (n+1)/(n-1) = {(n+1)/(n-1):.4f}, (1-m_th)^n = {(1-m_th)**n:.6f}")
print(f" Mack constant a = {a:.6f}")
print(f" upper limit of a for m_th > 0: {(n+1)/(n-1):.4f}")
print(f" transport limit k_D D = {transport:.4f} nm/s")
print(f" reaction limit k_R M0^n D = {reaction:.2f} nm/s")
print(f" inflection found numerically: m = {m_numeric:.6f}")
for m in (0.0, 0.25, 0.4, 0.5, 0.6, 0.75, 1.0):
    print(f" rate at m={m:.2f}: {rate(m):.4f} nm/s")

# Threshold values: closed forms against the numerical flux balance
excess = r_max * (a + 1) * (n - 1) / (2 * n)
steepest = -r_max * (a + 1) * (n**2 - 1) / (4 * n * (1 - m_th))
fraction = surface_fraction(m_th, n, transport, reaction)
slope_numeric = slope(full_balance, m_th)
order_numeric = -(1 - m_th) * slope_numeric / (full_balance(m_th) - r_min)
assert abs(full_balance(m_th) - r_min - excess) < 1e-8
assert abs(slope_numeric / steepest - 1) < 1e-6
assert abs(fraction - (n + 1) / (2 * n)) < 1e-10
assert abs(order_numeric - (n + 1) / 2) < 1e-5
print("At threshold")
print(f" r - r_min = {excess:.4f} nm/s")
print(f" dr/dm = {steepest:.3f} nm/s (numerical {slope_numeric:.3f} nm/s)")
print(f" surface/bulk developer ratio = {fraction:.4f}")
print(f" local reaction order = {order_numeric:.4f}")

# Logarithmic slope: no peak without background, displaced peak with it
grid = np.linspace(0.01, 0.99, 197)
bare = [abs(slope(lambda q: np.log(mack_rate(q, n, a, r_max, 0.0)), m))
        for m in grid]
assert np.all(np.diff(bare) > 0)
logged = [abs(slope(lambda q: np.log(rate(q)), m)) for m in grid]
k = int(np.argmax(logged))
assert 0 < k < len(grid) - 1
peak = minimize_scalar(lambda m: -abs(slope(lambda q: np.log(rate(q)), m)),
                       bounds=(grid[k-1], grid[k+1]), method="bounded")
assert peak.x > m_th + 0.01
print("Logarithmic plot")
print(f" steepest ln r at m = {peak.x:.4f}, |d ln r/dm| = {-peak.fun:.3f}")
print(f" rate there = {rate(peak.x):.4f} nm/s")
print(f" |d ln r/dm| at m_th = {abs(slope(lambda q: np.log(rate(q)), m_th)):.3f}")

# Effect of n at fixed threshold, and the step limit
print("Effect of n at m_th = 0.5, r_max = 100 nm/s, r_min = 0")
for order in (2, 5, 10, 20):
    const = mack_constant(order, m_th)

    def curve(m):
        return mack_rate(m, order, const, r_max, 0.0)
    print(f" n={order:2d}: a={const:.4e}, r(m_th)={curve(m_th):.3f} nm/s, "
          f"dr/dm={slope(curve, m_th):.2f} nm/s")
big = 400
const = mack_constant(big, m_th)
below, middle, above = [mack_rate(m, big, const, r_max, 0.0)
                        for m in (0.45, 0.5, 0.55)]
assert abs(below - r_max) < 1e-6 and above < 1e-6
assert abs(middle - r_max / 2) < 0.2
print(f" n={big}: r(0.45)={below:.3f}, r(0.50)={middle:.3f}, "
      f"r(0.55)={above:.3f} nm/s")

print("tests ok")
```

Printed output:

```
Inflection from flux balance (dimensionless)
 n= 1.5 a=0.5000: m_th=0.78456, a from m_th=0.500000
 n= 2.0 a=0.3000: m_th=0.68377, a from m_th=0.300000
 n= 5.0 a=0.0500: m_th=0.49350, a from m_th=0.050000
 n=12.0 a=0.0010: m_th=0.44543, a from m_th=0.001000
 n= 3.0 a=4.0000: m_th=-0.25992, a from m_th=4.000000
 n=0.7 a=0.5: curvature sign on 0<m<1 is -1 throughout
 n=1.0 a=0.5: curvature sign on 0<m<1 is -1 throughout
 n=3.0 a=4.0: curvature sign on 0<m<1 is +1 throughout
Worked example
 n = 5, m_th = 0.5, r_max = 100.0 nm/s, r_min = 0.1 nm/s
 (n+1)/(n-1) = 1.5000, (1-m_th)^n = 0.031250
 Mack constant a = 0.046875
 upper limit of a for m_th > 0: 1.5000
 transport limit k_D D = 104.6875 nm/s
 reaction limit k_R M0^n D = 2233.33 nm/s
 inflection found numerically: m = 0.500000
 rate at m=0.00: 100.1000 nm/s
 rate at m=0.25: 87.5195 nm/s
 rate at m=0.40: 65.4147 nm/s
 rate at m=0.50: 41.9750 nm/s
 rate at m=0.60: 18.8691 nm/s
 rate at m=0.75: 2.2365 nm/s
 rate at m=1.00: 0.1000 nm/s
At threshold
 r - r_min = 41.8750 nm/s
 dr/dm = -251.250 nm/s (numerical -251.250 nm/s)
 surface/bulk developer ratio = 0.6000
 local reaction order = 3.0000
Logarithmic plot
 steepest ln r at m = 0.8228, |d ln r/dm| = 22.360
 rate there = 0.4890 nm/s
 |d ln r/dm| at m_th = 5.986
Effect of n at m_th = 0.5, r_max = 100 nm/s, r_min = 0
 n= 2: a=7.5000e-01, r(m_th)=43.750 nm/s, dr/dm=-131.25 nm/s
 n= 5: a=4.6875e-02, r(m_th)=41.875 nm/s, dr/dm=-251.25 nm/s
 n=10: a=1.1936e-03, r(m_th)=45.054 nm/s, dr/dm=-495.59 nm/s
 n=20: a=1.0541e-06, r(m_th)=47.500 nm/s, dr/dm=-997.50 nm/s
 n=400: r(0.45)=100.000, r(0.50)=49.875, r(0.55)=0.000 nm/s
tests ok
```
